\section*{The H2+ ground state by separation in prolate spheroidal coordinates}

\section*{The system}

One electron moves in the field of two protons fixed a distance $R$ apart, at $z=-R/2$ (proton $a$) and $z=+R/2$ (proton $b$). Hartree atomic units are used. Relativity and nuclear motion are left out, so
\begin{equation}
H=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b},\qquad H\psi=E\psi .
\end{equation}
$E$ is the electronic energy, without the proton repulsion $1/R$. Prolate spheroidal coordinates are the azimuth $\varphi$ and
\begin{equation}
\xi=\frac{r_a+r_b}{R}\ge1,\qquad \eta=\frac{r_a-r_b}{R}\in[-1,1].
\end{equation}
You may assume that the ground state is nondegenerate and can be chosen positive. You may also use the standard Legendre and Laguerre recurrences.

\section*{Part (a): the Hamiltonian in the new coordinates}

\textbf{Question.} Express the potential, and the Laplacian acting on functions independent of $\varphi$, in terms of $\xi$ and $\eta$. Why do such functions suffice here?

\textbf{Answer.} A rotation about the axis, or the reflection $z\to-z$, leaves $H$ unchanged. It can therefore only multiply a nondegenerate state by a constant of modulus one. Since the ground state is positive, that constant is $+1$. The state is independent of $\varphi$ and even in $\eta$.

From $r_a=R(\xi+\eta)/2$ and $r_b=R(\xi-\eta)/2$,
\begin{equation}
\frac1{r_a}+\frac1{r_b}=\frac{r_a+r_b}{r_ar_b}=\frac{4\xi}{R(\xi^2-\eta^2)} .
\end{equation}
Next, $r_a^2-r_b^2=2Rz$ gives $z=R\xi\eta/2$. The distance $\rho$ from the axis follows from
\begin{align}
\rho^2&=r_a^2-(z+R/2)^2=\frac{R^2}{4}\left[(\xi+\eta)^2-(\xi\eta+1)^2\right]\nonumber\\
&=\frac{R^2}{4}(\xi^2-1)(1-\eta^2).
\end{align}
The derivatives of position are
\begin{align}
\partial_\xi z&=\frac{R\eta}{2}, & \partial_\xi\rho&=\frac{R\xi}{2}\sqrt{\frac{1-\eta^2}{\xi^2-1}},\\
\partial_\eta z&=\frac{R\xi}{2}, & \partial_\eta\rho&=-\frac{R\eta}{2}\sqrt{\frac{\xi^2-1}{1-\eta^2}} .
\end{align}
Their scalar product is $(R^2/4)(\xi\eta-\xi\eta)=0$, so the coordinates are orthogonal. The squared lengths give the scale factors
\begin{equation}
h_\xi^2=\frac{R^2}{4}\frac{\xi^2-\eta^2}{\xi^2-1},\qquad
h_\eta^2=\frac{R^2}{4}\frac{\xi^2-\eta^2}{1-\eta^2},\qquad h_\varphi=\rho .
\end{equation}
For the first, the numerator is $\eta^2(\xi^2-1)+\xi^2(1-\eta^2)=\xi^2-\eta^2$; the second works in the same way. In orthogonal coordinates
\begin{equation}
\nabla^2=\frac1{h_\xi h_\eta h_\varphi}\left[\partial_\xi\frac{h_\eta h_\varphi}{h_\xi}\partial_\xi+\partial_\eta\frac{h_\xi h_\varphi}{h_\eta}\partial_\eta\right].
\end{equation}
The two inner factors are $(R/2)(\xi^2-1)$ and $(R/2)(1-\eta^2)$, and $h_\xi h_\eta h_\varphi=(R^3/8)(\xi^2-\eta^2)$. Hence
\begin{equation}
\nabla^2=\frac{4}{R^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right].
\end{equation}

\section*{Part (b): separation}

\textbf{Question.} Put $E=-2p^2/R^2$ with $p>0$ and separate the equation. State the boundary conditions and say which solutions give the ground state.

\textbf{Answer.} Multiply $(H-E)\psi=0$ by $-R^2(\xi^2-\eta^2)/2$. The kinetic term becomes the square bracket above, the potential gives $+2R\xi$, and the energy gives $(R^2E/2)(\xi^2-\eta^2)=-p^2(\xi^2-\eta^2)$. Insert $\psi=X(\xi)Y(\eta)$ and divide by $XY$. A function of $\xi$ plus a function of $\eta$ is then zero, so each is constant:
\begin{align}
L_\eta Y\equiv[(1-\eta^2)Y']'+p^2\eta^2Y&=A\,Y,\\
L_\xi X\equiv[(\xi^2-1)X']'+(2R\xi-p^2\xi^2)X&=\mu X,
\end{align}
with the coupling condition
\begin{equation}
F(p)\equiv A(p)+\mu(p)=0 .
\end{equation}
$Y$ must be regular at $\eta=\pm1$ and $X$ at $\xi=1$, and $X$ must decay at large $\xi$.

By Sturm--Liouville theory the largest eigenvalue of each operator has a nodeless eigenfunction. At a root of $F$ their product is an eigenfunction of $H$ that can be taken positive. It is not orthogonal to the positive ground state, whereas eigenfunctions of different energy are orthogonal. The product is therefore the ground state. From here on $A$ and $\mu$ denote the largest eigenvalues.

\section*{Part (c): how many roots?}

\textbf{Question.} Show that $F$ has at most one root.

\textbf{Answer.} Differentiate $A=\langle Y|L_\eta|Y\rangle$ with respect to $p^2$ at fixed norm. The change of $Y$ contributes $A\,d\langle Y|Y\rangle/dp^2=0$, which leaves the explicit dependence of $L_\eta$. The same holds for $\mu$, so
\begin{equation}
\frac{dF}{d(p^2)}=\langle\eta^2\rangle-\langle\xi^2\rangle<0 ,
\end{equation}
because $\eta^2<1<\xi^2$ except at end points. The averages use the weights $Y^2\,d\eta$ and $X^2\,d\xi$, each normalized to one. They are not averages over the electron density, whose volume element contains $\xi^2-\eta^2$.

\section*{Part (d): the angular matrix}

\textbf{Question.} Find the matrix of $L_\eta$ in normalized Legendre functions $\tilde P_l=\sqrt{(2l+1)/2}\,P_l$.

\textbf{Answer.} The recurrence $(2l+1)\eta P_l=(l+1)P_{l+1}+lP_{l-1}$ becomes, after normalization,
\begin{equation}
\eta\tilde P_l=c_l\tilde P_{l+1}+c_{l-1}\tilde P_{l-1},\qquad c_l=\frac{l+1}{\sqrt{(2l+1)(2l+3)}} .
\end{equation}
Applying it twice gives $\eta^2$. The derivative term of $L_\eta$ gives $-l(l+1)$. Thus
\begin{align}
(L_\eta)_{l,l}&=-l(l+1)+p^2(c_l^2+c_{l-1}^2),\\
(L_\eta)_{l,l+2}&=p^2c_lc_{l+1},
\end{align}
with $c_{-1}=0$. Even and odd $l$ do not mix, and the ground state needs even $l$.

\section*{Part (e): the radial matrix}

\textbf{Question.} Find the matrix of $L_\xi$ in the functions $\sqrt{2p}\,u_n$, where $u_n=e^{-x/2}L_n(x)$ and $x=2p(\xi-1)$.

\textbf{Answer.} These functions are orthonormal in $\xi$, since $d\xi=dx/2p$ and $\int_0^\infty u_nu_m\,dx=\delta_{nm}$. With $\xi=1+x/2p$ we have $\xi^2-1=x/p+x^2/4p^2$ and $d/d\xi=2p\,d/dx$. Primes now mean $d/dx$:
\begin{align}
L_\xi u={}&(x^2u')'-\frac{x^2}{4}u+4p\left[(xu')'-\frac x4u\right]\nonumber\\
&+\left(2R-p^2+\frac{Rx}{p}\right)u .
\end{align}
Differentiating $u_n$ gives
\begin{equation}
(xu_n')'=e^{-x/2}\left[xL_n''+(1-x)L_n'+\left(\tfrac x4-\tfrac12\right)L_n\right].
\end{equation}
Laguerre's equation, $xL_n''+(1-x)L_n'=-nL_n$, turns this into
\begin{equation}
(xu_n')'=\left(\tfrac x4-n-\tfrac12\right)u_n .
\end{equation}
The term with $4p$ is therefore $-2p(2n+1)u_n$. For the first two terms, use $(x^2u')'=xu'+x(xu')'$ and $xL_n'=n(L_n-L_{n-1})$. The latter gives $xu_n'=-\tfrac x2u_n+n(u_n-u_{n-1})$, so
\begin{equation}
(x^2u_n')'-\frac{x^2}{4}u_n=-(n+1)xu_n+n(u_n-u_{n-1}).
\end{equation}
Finally insert $xu_n=(2n+1)u_n-(n+1)u_{n+1}-nu_{n-1}$. The right-hand side becomes
\begin{equation}
-(2n^2+2n+1)u_n+(n+1)^2u_{n+1}+n^2u_{n-1}.
\end{equation}
The same recurrence handles $Rx/p$. The matrix is symmetric and tridiagonal:
\begin{align}
(L_\xi)_{n,n}={}&2R-p^2-2p(2n+1)\nonumber\\
&-(2n^2+2n+1)+\frac Rp(2n+1),\\
(L_\xi)_{n,n+1}={}&(n+1)\left(n+1-\frac Rp\right).
\end{align}

\section*{Part (f): one function per coordinate}

\textbf{Question.} Estimate $E$ at $R=2$ bohr from the smallest basis. On which side of the true energy does a finite basis put the result?

\textbf{Answer.} With $l=0$ and $n=0$, $A=p^2/3$ and $\mu=2R-p^2-2p-1+R/p$. At $R=2$ the condition is
\begin{equation}
3-\tfrac23p^2-2p+\frac2p=0 .
\end{equation}
The left side falls steadily for $p>0$, from $+\infty$ to $-\infty$, and vanishes at $p=1.46589$: the terms are $3-1.4326-2.9318+1.3644=0.000$ to three decimals. Then $E=-2p^2/R^2=-p^2/2=-1.07442$ hartree.

This is an upper bound. At fixed $p$, restricting the basis can only lower the largest eigenvalue of each operator, so the truncated $F$ lies at or below the true one. Beyond the true root the true $F$ is negative, and so is the truncated one. A truncated root therefore has $p$ no larger than the true value, and its energy is no lower.

\section*{Part (g): the converged energy}

\textbf{Question.} Solve the coupled problem numerically at $R=2$ bohr. Give the electronic energy to seven decimals in hartree, and the total energy.

\textbf{Answer.} With 40 radial and 12 angular functions the largest eigenvalues are
\begin{center}
\begin{tabular}{cccc}
$p$ & $A$ & $\mu$ & $F$\\
1.4 & 0.713515 & $-0.303984$ & $0.409531$\\
1.5 & 0.829865 & $-0.901340$ & $-0.071474$
\end{tabular}
\end{center}
The sign change brackets the single root. Linear interpolation gives
\begin{equation}
p\approx1.4+0.1\,\frac{0.409531}{0.409531+0.071474}=1.4851 .
\end{equation}
Root finding on $F$ itself, with both matrices rebuilt at each $p$, gives the following for growing bases:
\begin{center}
\begin{tabular}{cccc}
radial & angular & $p$ & $E$ (hartree)\\
1 & 1 & 1.46589475 & $-1.074423705$\\
2 & 2 & 1.48492300 & $-1.102498158$\\
3 & 3 & 1.48501261 & $-1.102631232$\\
4 & 4 & 1.48501448 & $-1.102634001$\\
6 & 6 & 1.48501462 & $-1.102634212$\\
40 & 12 & 1.48501462 & $-1.102634214$
\end{tabular}
\end{center}
All energies lie above the converged value, as part (f) requires. They also descend, for the following reason. The bases are nested, so at fixed $p$ the smaller basis gives the lower $F$. Each truncated $F$ also decreases with $p$: differentiating the matrices of parts (d) and (e) gives $dA/dp=2p\langle\eta^2\rangle<2p$ and $d\mu/dp=-2p-2\langle 2n+1\rangle-(R/p^2)\langle x\rangle<-2p$, with averages taken over the truncated eigenvectors. At the root for the smaller basis the larger-basis $F$ is therefore not negative, so its own root lies at equal or larger $p$ and its energy is no higher. The smallest basis is too high by $0.0282$ hartree, or $2.6\%$ of the magnitude of the converged electronic energy. At the root $A=-\mu=0.81172958$, and
\begin{equation}
E=-\frac{(1.48501462)^2}{2}=-1.1026342\ \text{hartree}=-30.0042\ \text{eV}.
\end{equation}
Adding $1/R=0.5$ hartree gives a total energy of $-0.6026342$ hartree. This is $0.1026$ hartree below a hydrogen atom and a distant proton, whose energy is $-\tfrac12$, so the ion is bound at this separation within the fixed-proton model.

The leading coefficients are $0.9988$ and $-0.0483$ for $n=0,1$, and $0.9933$ and $0.1158$ for $l=0,2$. The radial factor is thus close to $e^{-p\xi}$ in the mean-square sense. Far out, where the function is small, the $n=1$ term grows with $x$ relative to the leading one, and the pointwise agreement is poorer. The positive $l=2$ part raises $Y$ at $\eta=\pm1$ relative to $\eta=0$, which shifts amplitude towards the protons. The slope in part (c) can also be evaluated: $0.404659-2.012642=-1.607983$, in agreement with a finite difference of $F$.

The numerical check also inserts $XY$ into the Cartesian Schr\"odinger equation at four points. A separate variational calculation with Gaussians on the protons gives $-1.1026328$ hartree, slightly above the present value, as an upper bound should be.

\section*{Part (h): limits}

\textbf{Question.} Recover the leading electronic energy for $R\to0$ and for $R\to\infty$. What does the second limit imply for the basis?

\textbf{Answer.} For $R\to0$ at finite $E$, $p$ is proportional to $R$. The angular coupling, of order $p^2$, vanishes. In the $n=0$ condition only $-1+R/p=0$ survives, so $p=R$. The radial coupling $1-R/p$ between $n=0$ and $n=1$ then vanishes too, so $u_0=e^{-x/2}$ becomes an exact eigenfunction in this limit; being nodeless, it carries the largest eigenvalue, and the one-function result is consistent. Hence $E=-2p^2/R^2=-2$ hartree, the energy of one electron around a charge of two.

For $R\to\infty$, $p$ is large and the functions concentrate near the protons. Put $t=1-\eta$ and $s=\xi-1$, both of order $1/p$. To leading order
\begin{align}
L_\eta Y&\approx2(tY')'+p^2(1-2t)Y,\\
L_\xi X&\approx2(sX')'+\left[2R-p^2(1+2s)\right]X,
\end{align}
where primes mean $d/dt$ and $d/ds$, and the term $2Rs$, of order one, is dropped against $2R$. For $Y=e^{-pt}$, $2(tY')'=(-2p+2p^2t)Y$, so $A\approx p^2-2p$. In the same way $X=e^{-ps}$ gives $\mu\approx2R-p^2-2p$. Then $F\approx2R-4p=0$, so $p=R/2$ and $E=-\tfrac12$ hartree. Since $s+t=\xi-\eta=2r_b/R$, the product is $e^{-p(s+t)}=e^{-r_b}$, the hydrogen ground state at proton $b$; evenness in $\eta$ supplies its partner at $a$.

In this limit $Y$ is confined to regions of width about $1/p=2/R$ near $\eta=\pm1$. A fixed number of Legendre functions cannot resolve them as $R$ grows. The basis sizes found sufficient at $R=2$ bohr must therefore be checked again at larger separations: with six functions per coordinate the energy error grows from a few times $10^{-9}$ hartree at $R=2$ bohr to about $5\times10^{-4}$ hartree at $R=30$ bohr, and more Legendre functions remove it. The check is also needed at small separations, where the radial basis is the limiting one: the same six-by-six basis is too high by about $8\times10^{-7}$ hartree at $R=0.5$ bohr and $9\times10^{-7}$ hartree at $R=0.1$ bohr, and more Laguerre functions are needed to reduce this.

\section*{Calculated quantities}
\begin{verbatim}
Proton distance R = 2.0 bohr
p, A, mu, F (all dimensionless):
  1.3  0.607771  0.295869  0.903640
  1.4  0.713515  -0.303984  0.409531
  1.5  0.829865  -0.901340  -0.071474
  1.6  0.957457  -1.501976  -0.544520
Radial size, angular size, p, electronic energy (hartree):
   1   1  1.46589475  -1.074423705
   2   2  1.48492300  -1.102498158
   3   3  1.48501261  -1.102631232
   4   4  1.48501448  -1.102634001
   6   6  1.48501462  -1.102634212
  10   8  1.48501462  -1.102634214
  20  10  1.48501462  -1.102634214
  40  12  1.48501462  -1.102634214
Root p = 1.48501462 (dimensionless)
R/p at the root = 1.346788 (dimensionless)
A at the root = 0.81172958 (dimensionless)
mu at the root = -0.81172958 (dimensionless)
Electronic energy = -1.1026342 hartree
Electronic energy = -30.00421 eV
Proton repulsion = 0.5000000 hartree
Total energy = -0.6026342 hartree
First radial coefficients (n = 0..3, dimensionless):
  0.998825  -0.048330  -0.003562  -0.000562
First angular coefficients (l = 0,2,4,6, dimensionless):
  0.9932692  0.1157812  0.0033143  0.0000442
Mean xi^2 with weight X^2 = 2.012642 (dimensionless)
Mean eta^2 with weight Y^2 = 0.404659 (dimensionless)
Slope dF/d(p^2), finite difference = -1.607983 (dimensionless)
Separation identity error = 0.0e+00 (atomic units)
Radial matrix error = 6.5e-13 (dimensionless)
Angular matrix error = 8.4e-13 (dimensionless)
Largest local-energy error = 3.0e-09 hartree
Gaussian-basis energy = -1.1026328 hartree
Gaussian minus spheroidal = 1.4e-06 hartree
\end{verbatim}
